# Bias from inverse-variance weights when averaging independent Monte Carlo runs: a program that tests the result

```python
# Claim under test: combining K independent Monte Carlo runs (n_k samples, mean m_k,
# sample variance s2_k, N = sum n_k) with ESTIMATED weights n_k/s2_k is biased by
# -(k3/k2)(K-1)/N at leading order (k2, k3: cumulants of the local energy), while
# run-length weights are unbiased. Model: 3D oscillator (hbar=m=omega=1),
# psi = exp(-a r^2/2), E_L = d a/2 + (1-a^2) r^2/2, c = (1-a^2)/(4a); for K -> infinity
# the bias is exactly -4c/n. Also tested: Gaussian data, correlated chains with lag
# correlation rho (q = rho^2), unequal true variances, hydrogen with psi = exp(-a r).
import itertools
from fractions import Fraction as F
import numpy as np
import sympy as sp
from scipy import integrate, stats, signal

rng = np.random.default_rng(20240611)
d = 3
def show(label, value, unit=""):
    print(f"{label} = {value:.5g} {unit}".rstrip())
def local_energy(r2, a):
    return d*a/2 + (1 - a*a)*r2/2
def osc_runs(a, n, count):
    means, variances, step = [], [], max(1, 1500000//n)
    for start in range(0, count, step):
        pos = rng.standard_normal((min(step, count - start), n, d))/np.sqrt(2*a)
        e = local_energy(np.einsum("ijk,ijk->ij", pos, pos), a)
        means.append(e.mean(1)); variances.append(e.var(1, ddof=1))
    return np.concatenate(means), np.concatenate(variances)
def many_run_bias(m, v):
    # inverse-variance mean minus plain mean, with delta-method standard error
    w = 1/v; w = w/w.mean(); est = np.mean(w*m)
    influence = w*(m - est) - (m - m.mean())
    return est - m.mean(), influence.std()/np.sqrt(len(m))

# local energy from H psi / psi
x, y, z, A = sp.symbols("x y z A", positive=True)
r2s = x**2 + y**2 + z**2
psi = sp.exp(-A*r2s/2)
h_psi = -sum(sp.diff(psi, s, 2) for s in (x, y, z))/2 + r2s*psi/2
assert sp.simplify(h_psi/psi - (3*A/2 + (1 - A**2)*r2s/2)) == 0
psi_h = sp.exp(-A*x)
el_h = (-sp.diff(x*psi_h, x, 2)/(2*x) - psi_h/x)/psi_h
assert sp.simplify(el_h - (-A**2/2 + (A - 1)/x)) == 0

# Cov(mean, s2) = k3/n by exact enumeration
vals, probs = [F(0), F(1), F(5)], [F(1, 2), F(1, 3), F(1, 6)]
mu = sum(p*v for p, v in zip(probs, vals))
mu3 = sum(p*(v - mu)**3 for p, v in zip(probs, vals))
for ns in (2, 3, 5):
    cov = F(0)
    for idx in itertools.product(range(3), repeat=ns):
        pr = F(1)
        for i in idx:
            pr *= probs[i]
        m = sum(vals[i] for i in idx)/ns
        cov += pr*(m - mu)*sum((vals[i] - m)**2 for i in idx)/(ns - 1)
    assert cov == mu3/ns

# cumulants by radial quadrature
a, K, n, reps = 0.9, 100, 20, 2000
c = (1 - a*a)/(4*a)
def radial(f):
    num = integrate.quad(lambda r: r*r*np.exp(-a*r*r)*f(r), 0, 12)[0]
    return num/integrate.quad(lambda r: r*r*np.exp(-a*r*r), 0, 12)[0]
E = radial(lambda r: local_energy(r*r, a))
k2 = radial(lambda r: (local_energy(r*r, a) - E)**2)
k3 = radial(lambda r: (local_energy(r*r, a) - E)**3)
assert abs(E - d*(a + 1/a)/4) < 1e-9
assert abs(k2/(2*d*c**2) - 1) < 1e-7 and abs(k3/(8*d*c**3) - 1) < 1e-6
E0, N = d/2, K*n
print(f"oscillator: d = {d}, alpha = {a}, K = {K}, n = {n}, N = {N}, repeats = {reps}")
show("E variational", E, "hw"); show("E exact", E0, "hw"); show("E - E exact", E - E0, "hw")
show("c", c, "hw"); show("k2", k2, "hw^2"); show("k3", k3, "hw^3")
show("k3/k2", k3/k2, "hw"); show("skewness", k3/k2**1.5)
show("threshold n for estimate below E exact", 4*(1 + a)/(d*(1 - a)))

# inverse moments of the chi-square sum
dof = n*d
inv = [integrate.quad(lambda s: stats.chi2.pdf(s, dof)/s**p, 0, 300, points=[dof])[0]
       for p in (1, 2)]
assert abs(inv[0]/inv[1] - (dof - 4)) < 1e-5
show("<1/S>/<1/S^2> for n d = 60", inv[0]/inv[1])

# worked example
m, v = (t.reshape(reps, K) for t in osc_runs(a, n, reps*K))
w = n/v
iv, iv_err = (w*m).sum(1)/w.sum(1), 1/np.sqrt(w.sum(1))
pool = m.mean(1)
pool_err = np.sqrt(((n - 1)*v.sum(1) + n*((m - pool[:, None])**2).sum(1))/(N - 1)/N)
ws = np.roll(w, 1, axis=1)
swap = (ws*m).sum(1)/ws.sum(1)
se = lambda t: t.std()/np.sqrt(len(t))
pred = -(k3/k2)*(K - 1)/N
diff = iv - pool
assert abs(diff.mean() - pred) < 4*se(diff) + 0.03*abs(pred)  # 3%: higher order in 1/K
assert abs(pool.mean() - E) < 4*se(pool) and abs(swap.mean() - E) < 4*se(swap)
assert iv.mean() + 4*se(iv) < E0
assert abs(pool.std()/np.sqrt(k2/N) - 1) < 0.07
assert swap.std() > 1.05*pool.std() and iv_err.mean() < 0.95*iv.std()
cov_iv, cov_pool = np.mean(abs(iv - E) < 2*iv_err), np.mean(abs(pool - E) < 2*pool_err)
assert 0.93 < cov_pool < 0.975 and cov_iv < 0.2
show("sqrt(k2/N)", np.sqrt(k2/N), "hw"); show("predicted bias", pred, "hw")
show("predicted bias / sqrt(k2/N)", pred/np.sqrt(k2/N))
print(f"observed bias = {diff.mean():.5f} +- {se(diff):.5f} hw")
for name, t in (("inverse-variance", iv), ("pooled", pool), ("swapped variances", swap)):
    print(f"{name}: mean = {t.mean():.5f} +- {se(t):.5f} hw, scatter = {t.std():.5f} hw")
print(f"mean reported error: inv-var {iv_err.mean():.5f} hw, pooled {pool_err.mean():.5f} hw")
print(f"2-sigma coverage: inv-var {cov_iv:.3f}, pooled {cov_pool:.3f}")
print(f"fraction below E exact: inv-var {np.mean(iv < E0):.3f}, pooled {np.mean(pool < E0):.3f}")

# exact many-run limit, both signs of the skewness
for al in (0.9, 1.1):
    b, s = many_run_bias(*osc_runs(al, 8, 300000))
    exact = -(1 - al*al)/(al*8)
    assert abs(b - exact) < 4*s and s < 0.03*abs(exact)
    print(f"many runs, n = 8, alpha = {al}: bias {b:.5f} +- {s:.5f} hw, exact {exact:.5f} hw")

# unequal run lengths
lengths = np.array([80, 160, 400])
data = [osc_runs(a, int(nk), 30000) for nk in lengths]
mu_k = np.array([t[0] for t in data]).T
wk = lengths/np.array([t[1] for t in data]).T
diff = (wk*mu_k).sum(1)/wk.sum(1) - mu_k @ lengths/lengths.sum()
pred3 = -4*c*2/lengths.sum()
assert abs(diff.mean() - pred3) < 4*se(diff) + 6/lengths.min()*abs(pred3)  # next order
print(f"lengths 80,160,400: bias {diff.mean():.6f} +- {se(diff):.6f} hw, pred {pred3:.6f} hw")

# Gaussian data, two runs, unit variance
ng = 6
g = rng.standard_normal((400000, 2, ng))
wg = ng/g.var(2, ddof=1)
est = (wg*g.mean(2)).sum(1)/wg.sum(1)
true_ratio, rep_ratio = 2*ng*est**2, 2*ng/wg.sum(1)
assert abs(est.mean()) < 4*se(est)
assert abs(true_ratio.mean() - (1 + 1/ng)) < 4*se(true_ratio)
assert abs(rep_ratio.mean() - (1 - 1/ng)) < 4*se(rep_ratio)
print(f"Gaussian K=2 n={ng}: true var/pooled var {true_ratio.mean():.4f}, pred {1+1/ng:.4f}")
print(f"Gaussian K=2 n={ng}: reported/pooled var {rep_ratio.mean():.4f}, pred {1-1/ng:.4f}")

# correlated chains with blocked error bars
rho, blocks, blen, nchain = 0.8, 10, 64, 15000
q, L = rho*rho, blocks*blen
def spectrum(size):
    i = np.arange(size)
    return np.linalg.eigvalsh(rho**abs(i[:, None] - i[None, :]))
e1, e2 = spectrum(L//2), spectrum(L)
sum2, sum3 = (1 + q)/(1 - q), (1 + 4*q + q*q)/(1 - q)**2
assert abs((np.sum(e2**2) - np.sum(e1**2))/(L/2) - sum2) < 1e-8
assert abs((np.sum(e2**3) - np.sum(e1**3))/(L/2) - sum3) < 1e-7
bm = []
for _ in range(nchain//1000):
    noise = rng.standard_normal((1000, d, L))
    noise[:, :, 0] /= np.sqrt(1 - q)  # stationary start
    pos = signal.lfilter([np.sqrt(1 - q)], [1, -rho], noise, axis=2)/np.sqrt(2*a)
    bm.append(local_energy((pos**2).sum(1), a).reshape(1000, blocks, blen).mean(2))
bm = np.concatenate(bm)
chain = bm.mean(1)
b, s = many_run_bias(chain, bm.var(1, ddof=1))
predc = -4*c*sum3/sum2/L
assert abs(b - predc) < 4*s + 0.06*abs(predc)  # 6%: finite block, higher cumulants
assert abs(b) > 4*(4*c/L)
print(f"chains: rho = {rho}, {blocks} blocks of {blen}, L = {L}")
show("(1+q)/(1-q)", sum2); show("(1+4q+q^2)/(1-q)^2", sum3)
print(f"chain bias {b:.6f} +- {s:.6f} hw, pred {predc:.6f} hw, uncorrelated {-4*c/L:.6f} hw")

# unequal true variances: uncorrelated run plus correlated run of equal length
free = d*a/2 + c*rng.chisquare(d*L, nchain)/L
v1, v2 = k2/L, k2*np.sum(e2**2)/L**2
best = v2/(v1 + v2)
grid = np.linspace(0, 1, 201)
scan = np.array([np.var(t*free + (1 - t)*chain) for t in grid])
half, opt = (free + chain)/2, best*free + (1 - best)*chain
assert abs(grid[scan.argmin()] - best) < 0.03
assert abs(half.mean() - E) < 4*se(half)
assert abs(half.var()/((v1 + v2)/4) - 1) < 0.05 and abs(opt.var()*(1/v1 + 1/v2) - 1) < 0.05
print(f"true errors: uncorrelated {np.sqrt(v1):.5f} hw, correlated {np.sqrt(v2):.5f} hw")
print(f"best weight on uncorrelated run: pred {best:.3f}, scan {grid[scan.argmin()]:.3f}")
print(f"scatter: length weights {half.std():.5f} hw, true-variance weights {opt.std():.5f} hw")

# hydrogen without the exact cusp: divergent third moment
ah = 1.1
def cut_moment(eps):
    f = lambda t: 4*ah**3*np.exp(-2*ah*np.exp(t))*(1 - ah*np.exp(t))**3
    return integrate.quad(f, np.log(eps), np.log(40), limit=200)[0]
slope = (cut_moment(1e-6) - cut_moment(1e-5))/np.log(10)
assert abs(slope/(4*ah**3) - 1) < 1e-3
print(f"hydrogen alpha = {ah} 1/bohr, E = {ah*ah/2 - ah:.5f} hartree")
print(f"third-moment growth per ln(1/eps) = {slope:.4f}, 4 alpha^3 = {4*ah**3:.4f} bohr^-3")
scaled = []
for nh, count in ((16, 200000), (64, 60000), (256, 30000)):
    e = -ah*ah/2 + (ah - 1)/rng.gamma(3.0, 1/(2*ah), (count, nh))
    b, s = many_run_bias(e.mean(1), e.var(1, ddof=1))
    assert b + 4*s < 0
    scaled.append((-nh*b, nh*s))
    print(f"hydrogen n = {nh}: bias {b:.6f} hartree, n*bias {nh*b:.4f} +- {nh*s:.4f} hartree")
for lo, hi in zip(scaled, scaled[1:]):
    assert hi[0] - lo[0] > 4*np.hypot(lo[1], hi[1])

print("every check passed")
```

Running it gives:

```
oscillator: d = 3, alpha = 0.9, K = 100, n = 20, N = 2000, repeats = 2000
E variational = 1.5083 hw
E exact = 1.5 hw
E - E exact = 0.0083333 hw
c = 0.052778 hw
k2 = 0.016713 hw^2
k3 = 0.0035283 hw^3
k3/k2 = 0.21111 hw
skewness = 1.633
threshold n for estimate below E exact = 25.333
<1/S>/<1/S^2> for n d = 60 = 56
sqrt(k2/N) = 0.0028908 hw
predicted bias = -0.01045 hw
predicted bias / sqrt(k2/N) = -3.615
observed bias = -0.01048 +- 0.00004 hw
inverse-variance: mean = 1.49782 +- 0.00007 hw, scatter = 0.00328 hw
pooled: mean = 1.50830 +- 0.00006 hw, scatter = 0.00285 hw
swapped variances: mean = 1.50842 +- 0.00007 hw, scatter = 0.00324 hw
mean reported error: inv-var 0.00253 hw, pooled 0.00289 hw
2-sigma coverage: inv-var 0.057, pooled 0.958
fraction below E exact: inv-var 0.754, pooled 0.003
many runs, n = 8, alpha = 0.9: bias -0.02633 +- 0.00011 hw, exact -0.02639 hw
many runs, n = 8, alpha = 1.1: bias 0.02380 +- 0.00009 hw, exact 0.02386 hw
lengths 80,160,400: bias -0.000670 +- 0.000005 hw, pred -0.000660 hw
Gaussian K=2 n=6: true var/pooled var 1.1723, pred 1.1667
Gaussian K=2 n=6: reported/pooled var 0.8331, pred 0.8333
chains: rho = 0.8, 10 blocks of 64, L = 640
(1+q)/(1-q) = 4.5556
(1+4q+q^2)/(1-q)^2 = 30.63
chain bias -0.002191 +- 0.000061 hw, pred -0.002218 hw, uncorrelated -0.000330 hw
true errors: uncorrelated 0.00511 hw, correlated 0.01089 hw
best weight on uncorrelated run: pred 0.819, scan 0.820
scatter: length weights 0.00598 hw, true-variance weights 0.00461 hw
hydrogen alpha = 1.1 1/bohr, E = -0.49500 hartree
third-moment growth per ln(1/eps) = 5.3239, 4 alpha^3 = 5.3240 bohr^-3
hydrogen n = 16: bias -0.015821 hartree, n*bias -0.2531 +- 0.0009 hartree
hydrogen n = 64: bias -0.006105 hartree, n*bias -0.3907 +- 0.0026 hartree
hydrogen n = 256: bias -0.002172 hartree, n*bias -0.5560 +- 0.0057 hartree
every check passed
```
